# Overlaps, phases and time-derivative couplings of Tamm-Dancoff pseudo-wavefunctions, part 2

We seek the couplings \(T_{IJ}=\langle\Psi_I|\partial_t\Psi_J\rangle\) from overlaps \(O_{IJ}=\langle\Psi_I(t_0)|\Psi_J(t_1)\rangle\) across a step \(\Delta t=t_1-t_0\), in Hartree atomic units. The \(N\) states are a closed-shell Kohn-Sham determinant \(\Psi_0\) and singlets from the Tamm-Dancoff approximation (TDA), \(AX^I=\omega_IX^I\) (`w` in the code). Real orbitals have coefficients \(C\), with \(n_o\) occupied (\(i,j\)) and \(n_v\) virtual (\(a,b\)). Primes mark the second geometry.

With \(S_{\mu\nu}(R,R')=\langle\mu(R)|\nu(R')\rangle\), define \(s=C^TS(R,R')C'\), \(\mathbf a=s_{oo}\), \(d=\det\mathbf a\), \(P=s_{vo}\mathbf a^{-1}\), \(Q=\mathbf a^{-1}s_{ov}\), \(W=s_{vv}-s_{vo}\mathbf a^{-1}s_{ov}\), \(u_I=\sum X^I_{ia}P_{ai}\), \(v_J=\sum X'^J_{jb}Q_{jb}\) and \(K_{IJ}=\sum X^I_{ia}(\mathbf a^{-1})_{ji}W_{ab}X'^J_{jb}\). Then
\[O_{00}=d^2,\quad O_{I0}=\sqrt2\,d^2u_I,\quad O_{0J}=\sqrt2\,d^2v_J,\quad O_{IJ}=d^2\left(K_{IJ}+2u_Iv_J\right),\tag{1}\]
The \(D\) are spin-block determinants with bra, ket or both excited.

With \(\tau_{pq}=\langle p|\dot q\rangle\) and \(\dot A\) in the same orbital gauge,
\[T_{0J}=\sqrt2\sum X^J_{ia}\tau_{ia},\qquad T_{IJ}=\frac{X^I\dot AX^J}{\omega_J-\omega_I}+\sum X^I_{ia}\tau_{ab}X^J_{ib}-\sum X^I_{ia}\tau_{ji}X^J_{ja}.\tag{2}\]
Without electron translation factors, rigid translation also gives couplings.

From \(O=Y\Sigma Z^T\), with singular values \(\sigma\), take \(U=YZ^T\), with eigenvalues \(e^{i\theta_k}\), and \(L=\log U\), for which a real result needs \(\det U=+1\):
\[\frac{\log U}{\Delta t}=T(t)+O(\Delta t^2).\tag{3}\]
Here \(t\) is the midpoint. The difference formula instead uses \((O-O^T)/2=L+L^3/6-\frac12(L\eta+\eta L)+\dots\), divided by \(\Delta t\), with \(\eta=1-(O^TO)^{1/2}\).

Tracked labels use the permutation \(\pi\) maximising \(\sum_IU_{I,\pi(I)}^2\), with signs \(g\) making the matched entries positive. Energy-ordered labels keep the order and take the signs with \(\det=+1\) and least \(\sum\theta_k^2\) (the minimum rule).

The two-state model has \(H(t)=\begin{pmatrix}kt&V\\V&-kt\end{pmatrix}\), adiabatic energies \(\mp\sqrt{k^2t^2+V^2}\) and
\[T_{12}=\dot\theta=\frac{kV}{2(k^2t^2+V^2)} .\]
The logarithm gives \(\Delta\theta=\int T_{12}\,dt\), the difference \(\sin\Delta\theta\). A trivial crossing is \(V\to0\), with \(\Delta\theta=\pi/2\). Amplitudes obey \(\dot c=-iEc-Tc\), with \(E\) diagonal; "without energies" means \(E\) is dropped.

## The algorithm

```
input: C, X at R (labels and signs fixed); C', X', w' at R'; dt
s  = C^T S(R,R') C';  ai = inverse(s_oo);  d2 = det(s_oo)^2
P  = s_vo ai;  Q = ai s_ov;  W = s_vv - s_vo Q
for J:  Y[J] = ai^T X'[J] W^T;   v[J] = sum(X'[J] * Q)
for I:  u[I] = sum(X[I] * P^T)
O[0,0] = d2;  O[I,0] = sqrt2 d2 u[I];  O[0,J] = sqrt2 d2 v[J]
O[I,J] = d2 (sum(X[I] * Y[J]) + 2 u[I] v[J])
Y0, sigma, Zt = svd(O);  U = Y0 Zt
if tracked:
    pi = assignment(maximise U^2);  g[I] = sign U[I, pi[I]]
    U = U[:, pi] g;  reorder X', w' by pi   # requires pi[0] = 0
else:
    g = argmin |log(U g)|_F over signs with det(U g) = +1
    U = U g
X'[J] *= g[J] g[0]        # ground-state sign absorbed globally
require det U > 0;  T = real(log U) / dt     # midpoint value
report d2, min sigma, min of row maxima of U^2, max |theta_k|, imag(log U)
```
The factor \(g_0\) appears because \(\Psi_0\) has no amplitude to carry a sign; if \(g_0=-1\), the stored states differ from the chosen set by one global sign, which changes no population or coupling, and \(U\) and \(T\) keep the signs \(g\).

Forming \(s\) costs \(O(n_{\rm AO}^3)\), \(W\) costs \(O(n_o^2n_v+n_on_v^2)\), each \(Y^J\) the same, and the traces \(O(N^2n_on_v)\). The direct route needs \((n_on_v)^2\) determinants of cost \(n_o^3\). Assignment and logarithm cost \(O(N^3)\). The sign search visits \(2^{N-1}\) admissible sets, which restricts plain enumeration to small \(N\).

## Water at TDA-PBE0/6-31G

The set is the ground state and four singlets, on an unpruned (40,110) grid. The numerical check after the text tests (1) against 6561 explicit spin-orbital determinants and against antisymmetrised four-electron tensors for LiH, with absolute errors of \(3\times10^{-16}\).

**Smooth step.** The bonds are 1.80 and 1.90 bohr, the angle is 95°, the in-plane velocities are those printed, and \(\Delta t=20\) (0.484 fs). The excitation energies are 0.2897, 0.3685, 0.3928 and 0.4786 hartree (7.88, 10.03, 10.69, 13.02 eV). The determinant is \(|d|=0.999729\), so \(O_{00}=0.999729^2=0.999458\), and \(\sigma_{\min}=0.9990\). The reference is (2), with analytic derivative integrals and five-point \(\dot C\), \(\dot A\). For states 3 and 4, in inverse atomic time units,
\[T_{34}=(4.4943-1.2413)\times10^{-4}=3.2530\times10^{-4},\]
or 0.0134 fs\(^{-1}\); the split belongs to the gauge in which the occupied and virtual blocks of \(C(0)^TS(R_0,R_0)\,C(t)\) are symmetric and positive, with \(R_0\) and \(C(0)\) taken at the midpoint. If instead those blocks of \(C(0)^TS(R_0,R(t))\,C(t)\) are made symmetric, the antisymmetric \(\tau_{oo}\) and \(\tau_{vv}\) vanish and the amplitude part carries the whole coupling. The logarithm gives \(3.2539\times10^{-4}\) at \(\Delta t=20\) and \(3.2566\times10^{-4}\) at 40. The errors of the whole matrix, relative to the reference in Frobenius norm, are \(2.21\times10^{-4}\) and \(8.84\times10^{-4}\), a ratio of 4.00 as (3) requires. The combination \((4T_{20}-T_{40})/3\) cancels the \(\Delta t^2\) term and leaves \(2\times10^{-7}\). The difference formula has error \(8.0\times10^{-4}\) at \(\Delta t=20\). Its four printed elements are smaller in size than those of the logarithm, by the factor \(2.48946/2.49126=0.9993\) for \(T_{03}\), a deficit of \(7\times10^{-4}\). Most of it is the diagonal \(\eta\) term. To second order \(\eta_{II}=1-O_{II}+\frac12(L^2)_{II}\); the diagonal overlaps 0.999458 and 0.999245 with the printed couplings give \(\eta_{00}=5.1\times10^{-4}\) and \(\eta_{33}=7.2\times10^{-4}\), a mean of \(6.2\times10^{-4}\). The remaining \(1\times10^{-4}\) is left to the off-diagonal elements of \(\eta\) and to \(L^3/6\). These digits measure the numerical scheme at fixed basis and grid, not the accuracy of the model, and they are not converged properties of water. A (75,302) grid moves the \(\Delta t=20\) values of \(T_{34}\) and \(|T_{12}|\) from \(3.254\) and \(2.556\) to \(3.257\) and \(2.553\times10^{-4}\). The basis matters far more, since 6-31G has no diffuse functions: in aug-cc-pVDZ the four energies fall to about 0.259, 0.316, 0.358 and 0.383 hartree, \(|T_{03}|\) to \(1.81\times10^{-4}\) and \(|T_{12}|\) to \(0.05\times10^{-4}\), and the fourth state is one that is odd under the molecular plane, so that \(T_{04}\) and \(T_{34}\) vanish. A rigid translation at \(10^{-3}\) along \(z\) gives \(T_{03}=2.810\times10^{-4}\) by both routes, comparable with the \(2.491\times10^{-4}\) of the step above, whose printed velocities themselves contain a net translation of about \(2\times10^{-4}\). The speed \(10^{-3}\) is large for the whole molecule, 0.45 eV of kinetic energy and about six times the 300 K root-mean-square component \(1.7\times10^{-4}\); the coupling scales linearly with it.

**Trivial crossing.** With both bonds at 1.80 bohr and the molecule in the \(yz\) plane, the lowest excited A\(_1\) and A\(_2\) singlets cross at 105.1° in this basis. The angle is stable against the grid but not against the basis: linear estimates place it near 115° in cc-pVDZ and near 124° in aug-cc-pVDZ, where at 105° the A\(_1\) state lies 0.028 hartree above A\(_2\). The crossing serves here as a test of the scheme. A\(_1\) is even and A\(_2\) odd under the molecular plane, which in-plane motion keeps. The step is 104° to 106° in \(\Delta t=20\). Reflection characters, computed without overlaps, give the order B\(_1\), A\(_2\), A\(_1\), B\(_2\) at the start and B\(_1\), A\(_1\), A\(_2\), B\(_2\) at the end: A\(_1\) falls from 0.3827 to 0.3787 hartree while A\(_2\) stays near 0.3804. The B\(_1\) energy is 0.30192 at both ends to the printed digits. In energy order \(O_{23}=0.999653\), \(O_{32}=-0.999589\), and the two diagonal elements are \(2\times10^{-14}\), whose signs carry no information. The logarithm gives \(|T_{23}|=0.078540=\pi/40\) (3.25 fs\(^{-1}\)). The difference gives \((0.999653+0.999589)/40=0.049981\), so without energies it moves \(\sin^2(20\times0.049981)=0.7077\) of the population. Assignment returns the permutation (0, 1, 3, 2, 4), which agrees with the symmetry labels, with smallest \(U^2=0.999988\). The tracked pair coupling is \(8\times10^{-16}\). The ground state and A\(_1\) remain coupled: after the sign of the A\(_1\) column is reversed, \((0.003371+0.003433)/40=1.701\times10^{-4}\), against \(1.7015\times10^{-4}\) from the logarithm.

**Narrow avoided crossings.** In the model take \(k=10^{-4}\) and the step from \(-6\) to 14, with midpoint 4. For \(V=10^{-3}\), \(\Delta\theta=\frac12(\arctan1.4+\arctan0.6)=0.7455\), its sine is 0.6783, and the midpoint value times \(\Delta t\) is 0.8621. For \(V=10^{-4}\) the three numbers are 1.4526, 0.9930 and 0.5882, and for \(V=10^{-6}\) they are 1.5696, 1.0000 and 0.00625. With linearly interpolated adiabatic energies and constant \(T\), the upper population at \(V=10^{-6}\) is 0.999837 from the logarithm and 0.7080 from the difference, against 0.999999 from direct integration. The logarithm's deficit \(1.6\times10^{-4}\) comes from spreading the rotation over times when the gap is open. Replacing the half-gap by its mean \(\delta=(6+14)\times10^{-4}/2=10^{-3}\), the Rabi formula \(\frac{\Omega^2}{\Omega^2+\delta^2}\sin^2(\sqrt{\Omega^2+\delta^2}\,\Delta t)\) with \(\Omega=0.07854\) gives a deficit \(\delta^2/\Omega^2=1.6\times10^{-4}\) at leading order.

## Failure modes

- **Small \(d\).** If the occupied space changes character between the geometries, \(\mathbf a\) approaches singularity. The determinants \(D\) stay finite, being polynomials in \(s\), and so does (1): \(d\,\mathbf a^{-1}\) is the adjugate of \(\mathbf a\), so \(d^2u_Iv_J\) and \(d^2K_{IJ}\) are products of bounded factors. Take \(d\) and \(\mathbf a^{-1}\) from the same LU factorisation, so that a small pivot cancels between them; from different factorisations the rounding error grows roughly as the inverse of the smallest singular value of \(\mathbf a\). At \(d=0\) the inverse does not exist, but the adjugate does and can be formed from the singular value decomposition of \(\mathbf a\): the terms that carry a spare factor \(d\) vanish, so \(O_{00}=O_{I0}=O_{0J}=0\) and \(O_{IJ}=\pm(d\,u_I)(d\,v_J)\), with \(d\,\mathbf a^{-1}\) read as the adjugate. A small \(d\) makes \(O_{00}=d^2\) small, but it does not by itself show a change of character. A rigid translation changes nothing in the electronic structure and still lowers \(d\), because the orbitals, compact cores above all, move with the nuclei, and for non-interacting fragments the factors multiply: 5000 copies of the smooth step above give \(0.999458^{5000}\approx0.07\).
- **A state leaves the set.** One singular value drops towards zero, and \(U\) then pairs two nearly unrelated vectors with unit weight. Enlarge \(N\).
- **Large angles.** For two states the admissible sign sets give \(U\) and \(-U\), with angles \(\Delta\theta\) and \(\Delta\theta-\pi\). The minimum rule returns the true angle for \(|\Delta\theta|<\pi/2\) and a wrong one beyond.
- **Ambiguous labels.** Two states swap tracked labels when \(\sin^2\Delta\theta>\frac12\), that is beyond \(\pi/4\); the case \(V=10^{-3}\) lies just below. After a swap the residual angle \(\pi/2-\Delta\theta\) must be kept: it is 0.118 for \(V=10^{-4}\) and vanishes as \(V\to0\). Tracked energies are no longer ordered.
- **Degenerate states.** The solver returns an arbitrary rotation within the degenerate block, which no signed permutation undoes and which the logarithm reports as a coupling. Rotate the ket block by the transpose of the polar factor of its overlap block.
- **Eigenvalue \(-1\).** Positive tracked diagonals do not imply \(\det U=+1\). The reflection \(U_{IJ}=\delta_{IJ}-2/N\) has determinant \(-1\); for \(N=5\) its diagonal is 0.6 against off-diagonal \(-0.4\), so the assignment keeps the order, and for \(N=7\) every diagonal \(U^2=25/49\) exceeds \(\frac12\). The determinant is therefore checked. A pair of eigenvalues at \(-1\) lies on the branch cut of the angle, where the logarithm is not unique. The computed \(L\) may then be complex, but it is real when the two angles come out as \(+\pi\) and \(-\pi\) with conjugate vectors, so monitor \(\max_k|\theta_k|\) directly.
- **Noise.** An error \(\delta O\) from incomplete convergence enters \(T\) as \(\delta O/\Delta t\), while the truncation error in (3) falls as \(\Delta t^2\), so shortening the step helps until the two are comparable.

## Computed values

```
LiH tensor vs formula, max error: 3.3e-16
(a) r1,r2 = 1.80,1.90 bohr, angle 95 deg; dt = 20 au = 0.4838 fs
velocities (y,z) of O,H,H [bohr/au]: 1.0e-04 -1.0e-04 1.5e-03 -1.0e-03 5.0e-04 1.5e-03
omega S1..S4 [Eh]: 0.28974 0.36852 0.39276 0.47863
omega S1..S4 [eV]: 7.884 10.028 10.688 13.024
explicit determinants (6561), max error: 3.3e-16; gauge error: 8.9e-16
det a: 0.999729, O_00: 0.999458
diag O (dt=20): 0.999458 0.999388 0.999160 0.999245 0.999049
smallest singular value of O: 0.999006
T_03 [1/au] ref 2.49116e-04 log20 2.49126e-04 log40 2.49156e-04 diff20 2.48946e-04
T_04 [1/au] ref -2.85687e-04 log20 -2.85636e-04 log40 -2.85483e-04 diff20 -2.85409e-04
T_12 [1/au] ref -2.55664e-04 log20 -2.55595e-04 log40 -2.55388e-04 diff20 -2.55412e-04
T_34 [1/au] ref 3.25303e-04 log20 3.25392e-04 log40 3.25659e-04 diff20 3.25120e-04
T_34 amplitude, orbital parts [1/au]: 4.49429e-04 -1.24126e-04
T_34 ref [1/fs]: 0.01345
rel. error log20 2.21e-04 log40 8.84e-04 ratio 4.000
rel. error extrapolated 1.9e-07, diff20 8.03e-04
translation v_z=1e-3, dt=1: T_03 analytic 2.80974e-04 log 2.80972e-04 [1/au]
assignment trials 300, with all row maxima U^2>1/2: 107
(b) r=1.80 bohr, crossing at 105.1 deg, step 104 -> 106 deg, dt=20 au
start ['B1', 'A2', 'A1', 'B2'] [Eh] 0.30192 0.38041 0.38267 0.47269
end   ['B1', 'A1', 'A2', 'B2'] [Eh] 0.30192 0.37872 0.38048 0.46877
O row:  0.999783 -0.000000 -0.003371 -0.000000 -0.000000
O row:  0.000000  0.999609 -0.000000 -0.000000  0.000000
O row:  0.000000  0.000000  0.000000  0.999653 -0.000000
O row: -0.003433 -0.000000 -0.999589  0.000000  0.000000
O row:  0.000000 -0.000000  0.000000  0.000000  0.999562
|O_ii|,|O_jj| of the pair: 2e-14 2e-14; sigma_min 0.999562
|T| pair [1/au]: log 0.078540, pi/(2dt) 0.078540, diff 0.049981, 1/dt 0.050000
|T| pair log [1/fs]: 3.2469
population moved: log 1.000000, diff 0.707729, sin^2(1) 0.708073
tracked permutation [0, 1, 3, 2, 4] min U^2 0.999988
tracked |T| pair 8e-16, |T(S0,A1)| 1.70152e-04 [1/au]
(c) k=1e-04 Eh/au, step -6 -> 14 au
V=1e-03 Eh: angle quad 0.745483 log 0.745483 diff 0.678327 midpoint*dt 0.862069 rad
   upper population exact 0.460061 log 0.459994 diff 0.393632
V=1e-04 Eh: angle quad 1.452568 log 1.452568 diff 0.993019 midpoint*dt 0.588235 rad
   upper population exact 0.986086 log 0.985930 diff 0.701603
V=1e-06 Eh: angle quad 1.569606 log 1.569606 diff 0.999999 midpoint*dt 0.006250 rad
   upper population exact 0.999999 log 0.999837 diff 0.707971
```
